Focus shift caused by a pellicle in a 4x reduction system

**Problem**

A pellicle is a thin transparent film held in front of a photomask to keep dust away from the mask plane. Take a flat film of thickness t = 830 nm and index n = 1.4, parallel to the mask, with air on both sides. The projection lens reduces the mask pattern by a factor of 4 and was focused without the film.

(a) Show with paraxial rays that the film shifts the apparent mask plane by 237 nm. In which direction, and does the distance between mask and film matter?

(b) Show that the image of a dry system, one with air between lens and wafer, shifts by about 15 nm. In which direction?

(c) Compare the image shift with the focus tolerance at wavelength λ = 193 nm and numerical aperture NA = 0.75, and judge the paraxial approximation at that aperture.

**Hints**

1. Follow one ray from an axial mask point through both faces of the film. Extend the outgoing ray backwards in a straight line until it meets the axis.

2. For (b), an image is a place where the height of a ray does not depend on the angle at which it left the object. Write this as a condition on a ray matrix.

3. For (c), treat the light as plane waves. Find the extra optical path that each collects in the film, then ask what displacement of the image plane compensates its dependence on angle.

**Solution**

**(a) The apparent mask plane.** Let light travel towards +z, with the mask at z = 0 and the film between z = d and z = d + t. A ray leaves the axial mask point at angle θ and has angle θ' inside the film. Snell's law gives

sin θ = n sin θ'.

The second face is parallel to the first and also borders air, so the ray leaves at the original angle θ. Its height on leaving is

y = d tan θ + t tan θ'.

Extended backwards, the outgoing ray meets the axis at

z₀ = d + t − y/tan θ = t(1 − tan θ'/tan θ).

The stand-off d has cancelled. To express the ratio of tangents through θ alone, use sin θ' = sin θ/n and cos θ' = √(n² − sin²θ)/n:

tan θ' = sin θ/√(n² − sin²θ),

z₀ = t[1 − cos θ/√(n² − sin²θ)].

For small angles cos θ → 1 and the root tends to n. The paraxial shift is therefore

δ = t(1 − 1/n) = 830 nm − 592.9 nm = 237.1 nm.

It is positive, so the mask appears closer to the lens. The film looks the same from every mask point, so the whole plane shifts by this amount. In paraxial imaging the film acts like an air gap of length t/n = 592.9 nm. The limits are sensible: δ vanishes for n = 1 and approaches t for very large n.

**(b) The image plane.** Describe a ray by its height and angle. Travel through a distance L in air has the matrix

T(L) = [[1, L], [0, 1]].

Between the original mask plane and its image, the lens has the matrix

S = [[M, 0], [C, 1/M]].

The upper right element is zero because these planes are conjugate, and M = −1/4 is the lateral magnification of an inverted image. The determinant is 1 because both outer media are air, which fixes the lower right element. C depends on the lens.

The film shortens the effective object distance by δ. Let the new image lie a distance x beyond the old one. Multiplying first by the shortened path,

S T(−δ) = [[M, −Mδ], [C, 1/M − Cδ]].

Multiplying by T(x) from the left adds x times the lower row to the upper row. The new upper right element must vanish:

−Mδ + x(1/M − Cδ) = 0.

Solving for x and multiplying numerator and denominator by M gives

x = M²δ/(1 − MCδ).

An afocal lens has C = 0, and then x = M²δ. For a lens of focal length f, C = −1/f, and the correction MCδ has size δ/(4f). Even f = 1 mm would make it less than 10⁻⁴. Thus

x = M²δ = 0.0625 × 237.1 nm = 14.8 nm.

The sign of M drops out. Since x is positive, the image moves away from the lens, into the wafer. The factor is 16 because lateral distances shrink by 4 while paraxial ray angles grow by 4, and an axial distance is a lateral distance divided by an angle. Dividing δ by 4 would give 59.3 nm, which wrongly applies the lateral scale to an axial displacement.

**(c) Waves, aperture and tolerance.** A plane wave with s = sin θ at the mask collects the optical path t√(n² − s²) across the film, measured along z. The air that the film replaces would have contributed t√(1 − s²). The added path is

W(s) = t[√(n² − s²) − √(1 − s²)].

For small s, √(n² − s²) ≈ n − s²/(2n) and √(1 − s²) ≈ 1 − s²/2, so

W ≈ t(n − 1) + (t s²/2)(1 − 1/n) = t(n − 1) + δs²/2.

The first term delays all waves equally and does not affect focus. The second has the curvature of a focus shift.

To connect the two sides of the lens, consider a mask grating of period p. With normal illumination its first order has s = λ/p. The image has period |M|p, so the corresponding sine at the wafer is σ = λ/(|M|p). Hence s = |M|σ.

At a distance x beyond the old image plane, each wave has gained the path x√(1 − σ²). The waves meet in phase if W + x√(1 − σ²) is independent of σ. Relative to the axial wave, this requires

W(s) − W(0) = x[1 − √(1 − σ²)].

For small σ the right side is xσ²/2 and the left side is δM²σ²/2, so x = M²δ again.

At NA = 0.75 the small-angle form no longer holds at the wafer. The edge of the pupil has σ = 0.75 and s = 0.1875. There the bracket on the right is 0.3386, whereas σ²/2 is 0.281. A given displacement x produces more path difference than the paraxial formula assumes, so less displacement is needed. The left side at the edge is 4.252 nm, and matching axis and edge gives

x = 4.252 nm/0.3386 ≈ 12.6 nm.

A least-squares fit over a uniformly weighted pupil, with a constant path left free, also gives 12.6 nm. It leaves an rms path error of 0.06 nm. Unrounded, the fit gives 12.63 nm and the axis-edge match 12.56 nm, so the paraxial value of 14.8 nm is about 17% above the fitted best focus and 18% above the edge match. On the mask side the angles are smaller: the marginal ray gives an apparent shift of 242.4 nm, 2% above the paraxial 237.1 nm.

For the focus tolerance, allow a quarter wave of path difference between the axis and the edge of the pupil:

x_tol = λ/{4[1 − √(1 − NA²)]} = 193 nm/(4 × 0.3386) ≈ 143 nm.

The tolerance is ±143 nm by this criterion, and the paraxial pellicle shift uses about a tenth of it on one side. A constant shift can be removed by setting the focus with the film in place. What then matters is any variation of the shift, whether across one film or from one film to another.

**Variation 1: water between lens and wafer**

Keep the film and the reduction factor, but let the lens be designed for an image space of water, with index n_w = 1.44. What is the paraxial image shift?

Now σ means n_w times the sine of the angle in water. The grating argument still gives s = |M|σ. A wave travelling a distance x in water gains the path

x√(n_w² − σ²) ≈ x[n_w − σ²/(2n_w)].

Balancing the terms in σ² gives

δM²σ²/2 = xσ²/(2n_w),

x = n_w M²δ = 1.44 × 14.82 nm = 21.3 nm.

The apparent mask shift is still 237 nm, because the mask side has not changed. The word "dry" in the original question is therefore a real condition on the answer.

**Variation 2: reflections inside the film**

The ray calculation lets light cross the film once. Suppose instead that the light is coherent over the round-trip path 2nt, so that internally reflected waves interfere with the direct wave. How does δ change?

Let β = (2πt/λ)√(n² − s²) be the phase of one crossing. At normal incidence each face reflects the fraction

R = [(n − 1)/(n + 1)]² = 0.0278.

Each further round trip multiplies the amplitude by R exp(2iβ). Summing this geometric series makes the transmitted amplitude proportional to

exp(iβ)/[1 − R exp(2iβ)].

Its phase is

φ = β + arctan[R sin 2β/(1 − R cos 2β)].

The derivative of the arctangent is (2R cos 2β − 2R²)/(1 + R² − 2R cos 2β). Adding the 1 from the first term gives

F = dφ/dβ = (1 − R²)/(1 + R² − 2R cos 2β).

R also varies with angle. To order s², the internal reflection amplitudes for the two polarizations have magnitudes √R(1 + s²/n) and √R(1 − s²/n), so this variation cancels in the mean of their phases. For that mean, the film's angular term −ts²/(2n) is multiplied by F, while the term from the replaced air is unchanged. The apparent shift becomes

δ_c = t(1 − F/n).

Here 2nt/λ = 12.04, so the film is close to twelve half waves thick and near a transmission maximum. This makes cos 2β close to 1 and F = 1.0551. Then

δ_c = 830 nm × (1 − 1.0551/1.4) ≈ 204.5 nm,

and the small-angle image shift is 12.8 nm. A reflectance of less than 3% lowers the shift by 14%. Two factors combine: near the transmission maximum F exceeds 1 by about 2R, here 5.5%, and F multiplies t/n = 592.9 nm, which is 2.5 times δ.

The effect can have either sign. As the thickness runs through one half-wave period starting at 830 nm, δ_c/t ranges from 0.245 to 0.324. Its mean is 0.2857, the ray value. The reason is that the arctangent returns to its starting value when β increases by π. Over that interval φ also increases by π, so the mean of F is 1.

**The real case**

The wavelength, aperture, film data and a stand-off of 6 mm are rough typical values for a dry ArF scanner with a fluoropolymer pellicle. Its narrow-band laser light is coherent over far more than the film's round trip, so the single-pass assumption fails there. With both reflections and the full aperture included, the uniform-pupil fit gives a best-focus shift of 10.9 nm. For exactly these film values, the paraxial, single-pass estimate of 15 nm is thus high by roughly a third relative to this fuller model. The excess depends on the film thickness: for a film 20 nm thicker, the paraxial estimate is only about 14% high. Over one half-wave period of thickness the excess runs from about 4% to about 36%, so 830 nm is close to the worst case. The fuller model still omits absorption, mask topography and the uneven pupil weighting produced by a particular pattern and illuminator.

Other corrections are smaller. In the ray formula, an index error of 0.01 changes the mask shift by 4.2 nm and the image shift by 0.26 nm. Using a rough air index of 1.0003 lowers the mask shift by 0.18 nm. A film tilt of 1 mrad displaces rays sideways by 0.24 nm at the mask, or 0.06 nm at the wafer. The numerical output lists these values with their inputs. All these figures hold for a single pass only. With reflections, the air index lowers the small-angle mask shift by about 0.13 nm if 193 nm is the vacuum wavelength (0.33 nm if it is the wavelength in air), and the tilt displaces rays by about 0.20 nm at the mask. The film index then also changes F: raising n from 1.4 to 1.41 raises the small-angle mask shift by about 13 nm and the small-angle image shift by about 0.8 nm. At full aperture the same change raises the best-focus shift by only about 0.4 nm. These responses are not linear in n: lowering n to 1.39 lowers the small-angle mask shift by only about 3 nm and raises the best-focus shift by about 0.2 nm.

Calculated quantities

```
film thickness: 830 nm
film index: 1.4
reduction factor: 4
stand-off: 6 mm
wavelength: 193 nm
wafer-side NA: 0.75
mask-side NA: 0.1875
equivalent air gap t/n: 592.9 nm
paraxial mask shift, formula: 237.14 nm
mask shift, traced ray at sine 0.001: 237.14 nm
longitudinal magnification M^2: 0.0625
paraxial image shift, formula: 14.82 nm
image shift, afocal lens matrices: 14.82 nm
image shift, single lens matrices: 14.82 nm
wrong value from dividing by 4: 59.3 nm
quarter-wave focus tolerance, plus or minus: 143 nm
water index for comparison: 1.44
paraxial image shift in water: 21.3 nm
mask shift for marginal ray: 242.4 nm
best-focus shift at full NA, single pass: 12.6 nm
rms path left after refocus, single pass: 0.06 nm
film thickness in half waves: 12.04
reflectance R of one face: 0.0278
film transmission at normal incidence: 0.9980
reflection factor F: 1.0551
small-angle mask shift with reflections: 204.5 nm
small-angle image shift with reflections: 12.8 nm
shift/thickness, least over a half-wave period: 0.245
shift/thickness, greatest over that period: 0.324
shift/thickness, mean over that period: 0.2857
best-focus shift at full NA with reflections: 10.9 nm
rms path left after refocus with reflections: 0.05 nm
assumed index error: 0.01
mask shift change from index error: 4.2 nm
image shift change from index error: 0.26 nm
rough air index: 1.0003
mask shift change from air index: -0.18 nm
assumed film tilt: 1 mrad
sideways ray shift at mask from tilt: 0.24 nm
sideways image shift at wafer from tilt: 0.06 nm
```
